# Tunnel splitting of a double well from one well's midpoint slope

## 1. Two attractive spikes

Take the simplest symmetric double well, two equal attractive delta functions a distance \(b\) apart:

\[
V(x)=-\alpha\left[\delta(x-b/2)+\delta(x+b/2)\right],\qquad q=\frac{m\alpha}{\hbar^2}.
\]

Between the spikes \(V=0\), and a bound state has \(E=-\hbar^2\kappa^2/2m\). Integrating the Schrödinger equation across a spike shows that the slope of \(\psi\) jumps by \(-2q\psi\).

One spike alone at \(x=b/2\) has \(\psi_0=\sqrt q\,e^{-q|x-b/2|}\). Its slope jumps by \(-2q\psi_0\), as required, and its energy is \(E_0=-\hbar^2q^2/2m\).

With both spikes, the even state is \(\cosh\kappa x\) in the middle and decays as \(e^{-\kappa x}\) on the right. The jump at \(x=b/2\) gives

\[
-\kappa-\kappa\tanh(\kappa b/2)=-2q .
\]

Since \(1+\tanh u=2/(1+e^{-2u})\), this is \(\kappa=q(1+e^{-\kappa b})\). The odd state has \(\coth\) in place of \(\tanh\), and \(1+\coth u=2/(1-e^{-2u})\). Hence

\[
\kappa_{e}=q(1+e^{-\kappa_e b}),\qquad \kappa_{o}=q(1-e^{-\kappa_o b}).
\]

For a thick barrier put \(\varepsilon=e^{-qb}\ll1\). To first order \(\kappa_{e,o}^2\approx q^2(1\pm2\varepsilon)\), so the splitting is

\[
\Delta=E_o-E_e=\frac{\hbar^2}{2m}(\kappa_e^2-\kappa_o^2)\approx\frac{2\hbar^2q^2}{m}e^{-qb}.
\]

Now look at the single-spike state at the midpoint: \(\psi_0(0)=\sqrt q\,e^{-qb/2}\) and \(\psi_0'(0)=q\,\psi_0(0)\). Their product is \(q^2e^{-qb}\), so

\[
\Delta\approx\frac{2\hbar^2}{m}\,\psi_0(0)\,\psi_0'(0).
\]

The approximation has a visible limit. The odd equation has a solution with \(\kappa>0\) only if \(qb>1\), because \(1-e^{-\kappa b}\) starts with slope \(b\) and then bends down. For \(qb\le1\) there is no odd bound state and no splitting, yet the formula still returns a number.

## 2. Wells of any shape

Quantum wells in a semiconductor have finite width, and the effective mass changes at the interfaces. Let \(V(x)\) and \(m(x)\) be even, with

\[
-\frac{\hbar^2}{2}\left(\frac{\psi'}{m}\right)'+V\psi=E\psi ,
\]

so that \(\psi\) and \(\psi'/m\) are continuous. The central barrier \(|x|<b/2\) is flat, with height \(V_0\) and mass \(m_b\). The shape of the wells is free, and the states considered decay at large \(|x|\).

The isolated right well is obtained by filling everything to the left of \(x=b/2\) with barrier material. Its normalized real state is \(\psi_0\), with energy \(E_0<V_0\). For \(x<b/2\),

\[
\psi_0\propto e^{\kappa x},\qquad \kappa=\frac{\sqrt{2m_b(V_0-E_0)}}{\hbar},\qquad \psi_0'(0)=\kappa\psi_0(0).
\]

The product \(\psi_0(0)\psi_0'(0)\) is therefore positive, whatever the sign chosen for \(\psi_0\).

Let \(\psi_e,\psi_o\) be the normalized even and odd states of the double well that grow out of this level. Multiply the equation for \(\psi_o\) by \(\psi_e\), the equation for \(\psi_e\) by \(\psi_o\), and subtract. The potential cancels, and the derivative terms form a total derivative:

\[
-\frac{\hbar^2}{2}\frac{d}{dx}\left[\frac{\psi_e\psi_o'-\psi_o\psi_e'}{m}\right]=\Delta\,\psi_e\psi_o .
\]

Integrate from 0 to \(\infty\). The bracket vanishes at infinity. At the midpoint \(\psi_o(0)=0\) and \(\psi_e'(0)=0\), so one product survives, and the lower limit turns its sign positive:

\[
\frac{\hbar^2}{2m_b}\,\psi_e(0)\,\psi_o'(0)=\Delta\int_0^\infty\psi_e\psi_o\,dx .
\]

This identity is exact within the model. For weak tunnelling, insert

\[
\psi_{e,o}(x)\approx\frac{\psi_0(x)\pm\psi_0(-x)}{\sqrt2}.
\]

Then \(\psi_e(0)\approx\sqrt2\,\psi_0(0)\). In the odd state the minus sign and the reversed argument combine to give \(\psi_o'(0)\approx\sqrt2\,\psi_0'(0)\). The integral becomes

\[
\frac12\int_0^\infty\left[\psi_0(x)^2-\psi_0(-x)^2\right]dx=\frac12\left[1-\frac{\psi_0(0)^2}{\kappa}\right],
\]

because the tail beyond the midpoint holds the probability \(\psi_0(0)^2/2\kappa\). To leading order the integral is \(1/2\), and

\[
\boxed{\;\Delta\approx\frac{2\hbar^2}{m_b}\,\psi_0(0)\,\psi_0'(0)\;}
\]

The mass is that of the barrier, where the slope is taken.

## 3. How large is the error?

Each replacement above neglects small terms, so the error needs its own argument. Let \(f(x,E)\) be the solution that decays to the right, and let \(L(E)=f'/f\) at \(x=b/2\), on the barrier side. The barrier solutions \(\cosh\kappa x\), \(\sinh\kappa x\) and \(e^{\kappa x}\) require

\[
L=\kappa\tanh\frac{\kappa b}{2}\ \text{(even)},\quad L=\kappa\coth\frac{\kappa b}{2}\ \text{(odd)},\quad L=\kappa\ \text{(isolated)},
\]

where \(\kappa\) now depends on \(E\). Define \(r=(L-\kappa)/(L+\kappa)\). Writing the hyperbolic functions as exponentials gives \(r=-e^{-\kappa b}\), \(+e^{-\kappa b}\) and \(0\). All three cases are contained in

\[
h(E)\equiv r(E)\,e^{\kappa(E)b}=s,\qquad s=-1,\;+1,\;0 .
\]

**First order.** We need \(r'(E_0)\), a prime on \(r\), \(L\), \(\kappa\) or \(h\) meaning \(d/dE\). Differentiate the wave equation for \(f\) with respect to \(E\) and write \(g=\partial f/\partial E\). Combining the equations for \(f\) and \(g\) as before gives

\[
\frac{d}{dx}\left[\frac{f\,\partial_xg-g\,\partial_xf}{m}\right]=-\frac{2}{\hbar^2}f^2 .
\]

Integrating from \(b/2\) to \(\infty\), and using \(L'=(f\,\partial_xg-g\,\partial_xf)/f^2\) at the edge,

\[
L'=\frac{2m_b}{\hbar^2}\,\frac{\int_{b/2}^\infty f^2dx}{f(b/2)^2}.
\]

Also \(-\kappa'=m_b/\hbar^2\kappa=(2m_b/\hbar^2)(1/2\kappa)\), and \(1/2\kappa\) is the integral of \(e^{2\kappa(x-b/2)}\) over the region left of the edge. At \(E_0\) the two pieces add up to the whole norm of \(\psi_0\):

\[
L'-\kappa'=\frac{2m_b}{\hbar^2\psi_0(b/2)^2},\qquad r'=\frac{L'-\kappa'}{2\kappa}=\frac{m_b}{\hbar^2\kappa\,\psi_0(b/2)^2}.
\]

Since \(r(E_0)=0\), \(h'=r'e^{\kappa b}\). The first-order shift is \(st\), with

\[
t=\frac1{h'}=\frac{\hbar^2\kappa}{m_b}\psi_0(b/2)^2e^{-\kappa b}=\frac{\hbar^2}{m_b}\psi_0(0)\psi_0'(0).
\]

The difference between \(s=+1\) and \(s=-1\) is \(2t\), the boxed result again.

**Higher orders.** Put \(E-E_0=c_1s+c_2s^2+c_3s^3+\dots\) into \(h'\delta+h''\delta^2/2+h'''\delta^3/6+\dots=s\), where \(\delta=E-E_0\). Equal powers of \(s\) give

\[
c_1=\frac1{h'},\qquad c_2=-\frac{h''}{2h'^3},\qquad c_3=\frac{h''^2}{2h'^5}-\frac{h'''}{6h'^4}.
\]

The term \(c_2\) moves both levels together and cancels in \(\Delta\). The relative correction to \(\Delta\) therefore starts with \(c_3/c_1\), which is of order \(t^2\).

Its dependence on \(b\), with the wells held fixed, follows from \(h''/h'=r''/r'+2\kappa'b\) and from the highest power in \(h'''/h'\), which is \(3\kappa'^2b^2\). The \(b^2\) part of \(c_3/c_1\) is

\[
t^2\left(\frac{4\kappa'^2b^2}{2}-\frac{3\kappa'^2b^2}{6}\right)=\frac32(\kappa'bt)^2>0 .
\]

For a sufficiently thick barrier the exact splitting thus lies slightly above the formula. For thinner ones the lower powers of \(b\) can reverse the sign.

**Back to the spikes.** The mean shift is \(c_2=t^2\left[-\kappa'b-r''/2r'\right]\). For a spike, \(L=2q-\kappa\), so \(r=1-\kappa/q\) and \(r''/r'=\kappa''/\kappa'=m/\hbar^2q^2\) at \(E_0\). Hence

\[
c_2=\frac{mt^2}{\hbar^2q^2}\left(qb-\frac12\right).
\]

Directly, \(\kappa=q(1-se^{-\kappa b})\) expands to \(\kappa=q-sq\varepsilon-q^2b\varepsilon^2\). The second-order part of \(-\hbar^2\kappa^2/2m\) is then \((\hbar^2q^2/m)\varepsilon^2(qb-\tfrac12)\). With \(t=\hbar^2q^2\varepsilon/m\) the two agree.

## 4. Square wells

For a square well of width \(w\), bottom at zero and mass \(m_w\), let \(k=\sqrt{2m_wE}/\hbar\). The isolated ground state is a cosine about the well centre. Continuity of \(\psi'/m\) gives

\[
\frac{k}{m_w}\tan\frac{kw}{2}=\frac{\kappa}{m_b}.
\]

The norm is the integral of \(\cos^2\) over the well plus two exponential tails, so

\[
\psi_0(b/2)^2=\frac{\cos^2(kw/2)}{w/2+\sin(kw)/2k+\cos^2(kw/2)/\kappa},\qquad
\Delta\approx\frac{2\hbar^2\kappa}{m_b}\,\psi_0(b/2)^2e^{-\kappa b}.
\]

Two limits:

- **Narrow and deep**, equal masses, with \(w\to0\) at fixed \(V_0w\). Then \(kw\to0\) and the edge density tends to \(\kappa\). The spike result \(2\hbar^2\kappa^2e^{-\kappa b}/m\) returns.
- **High barrier** at fixed \(w\). Then \(k\to\pi/w\) and \(\cos^2(kw/2)\approx(m_bk/m_w\kappa)^2\), while the norm tends to \(w/2\). This gives
\[
\Delta\approx\frac{8E_0}{\kappa w}\,\frac{m_b}{m_w}\,e^{-\kappa b}.
\]

The high-barrier limit is approached slowly. For the wells of section 5 it gives 8.2 meV, about twice the midpoint formula, and at \(V_0=5\) eV it is still 14% high.

The exact levels need \(r(E)\). In the right well write \(f=\cos[k(x-x_{\rm out})+\varphi]\), where \(x_{\rm out}\) is the outer edge. Matching to the decaying tail there requires \(\tan\varphi=\kappa m_w/m_bk\). At the inner edge \(L=(m_bk/m_w)\tan(kw-\varphi)\), while \(\kappa=(m_bk/m_w)\tan\varphi\). The addition theorem for the sine then gives

\[
r(E)=\frac{\sin(kw-2\varphi)}{\sin kw},\qquad \frac{\sin(kw-2\varphi)}{\sin kw}=s\,e^{-\kappa b}.
\]

## 5. Numbers for a coupled quantum well

Take \(w=7\) nm, \(b=4\) nm, \(V_0=0.23\) eV, and masses 0.067 (well) and 0.092 (barrier) in units of \(m_e\). With \(\hbar^2/m_e=0.0762\) eV nm², the isolated level is \(E_0=48.746\) meV, with \(k=0.29278\) nm⁻¹ and \(\kappa=0.66157\) nm⁻¹. The edge density is

\[
\frac{0.2697}{3.5+1.5158+0.4077}=0.04973\ \text{nm}^{-1}.
\]

With \(e^{-\kappa b}=0.070914\), the midpoint values are \(\psi_0(0)=0.059383\) nm⁻¹ᐟ² and \(\psi_0'(0)=0.039286\) nm⁻³ᐟ². Therefore

\[
\Delta\approx\frac{2(0.0762)}{0.092}(0.059383)(0.039286)\ \text{eV}=3.865\ \text{meV}.
\]

The matching condition gives levels at 46.819 and 50.683 meV, a splitting of 3.863 meV. Diagonalizing the Hamiltonian on a grid gives the same 3.863 meV. The relative correction to the formula is \(-2.81\times10^{-4}\), both from the exact levels and from \(c_3/c_1\).

The replacements of section 2 are individually less accurate. The true \(\psi_e(0)\) is 0.9945 of its estimate, \(\psi_o'(0)\) is 0.9994 of its estimate, and the half-line integral is 0.4971. In the identity these deviations largely cancel: \(0.9945\times0.9994/(2\times0.4971)=0.9997\).

Changing only the barrier width gives the following, with the error relative to the exact splitting:

| \(b\) (nm) | formula (meV) | exact (meV) | error (%) |
|---|---|---|---|
| 1 | 28.122 | 27.804 | 1.14 |
| 2 | 14.512 | 14.456 | 0.39 |
| 4 | 3.8646 | 3.8635 | 0.028 |
| 8 | 0.27405 | 0.27405 | −0.0001 |

The sign change at large \(b\) is the one expected from the \(b^2\) term. The small error at 1 nm, where \(\kappa b\) is only 0.66, is a property of these wells. The spikes of section 1 have no odd bound state at \(qb=0.66\).

The excited pair is a harder case. Its isolated level, 182.4 meV, lies 48 meV below the barrier top. At \(b=4\) nm the formula gives 18.35 meV against 19.94 meV on the grid, 8% too low. At 8 nm it gives 4.73 against 4.79 meV, 1.3% too low. The estimate \(\tfrac32(\kappa'bt)^2\) accounts for about 2.6% at 4 nm, so the terms it omits matter there.

The shape of the well is not essential. With parabolic bottoms rising to \(V_0\) at the edges, and the same widths and masses, the formula and the grid both give 3.46 meV and differ by less than 0.1%.

The splitting also sets a time. The state \((\psi_e+\psi_o)/\sqrt2\) has 99.97% of its weight in \(\psi_0\). Its two parts acquire a relative phase \(\pi\) after \(\pi\hbar/\Delta=0.54\) ps, when the state has become its mirror image, centred on the other well. About 92% of its density then lies inside that well, and most of the rest is in the barriers.

## 6. Set beside a real heterostructure

The masses and the barrier height are rough values for GaAs wells with Al₀.₃Ga₀.₇As barriers. "Exact" above refers to the one-band model with constant masses. Letting each mass vary with energy as \(m\,[1+(E-V)/E_g]\), with rough gaps \(E_g\) of 1.5 and 1.9 eV, raises the splitting to about 4.25 meV, or 10%; other common forms of the energy-dependent mass give 4.2 to 4.3 meV. That is far more than the error of the midpoint formula. The barrier height matters as much or more: with constant masses, \(V_0=0.21\) and 0.26 eV give 4.36 and 3.24 meV.

The formula also assumes symmetry, and a small difference between the wells matters. Widening one well by 0.3 nm, about one monolayer, detunes the isolated levels by \(\delta=2.59\) meV. Two coupled levels with this detuning are \(\sqrt{\Delta^2+\delta^2}=4.65\) meV apart if \(\Delta\) keeps its equal-well value; the grid gives 4.51 meV. A field \(F\) detunes the wells by \(eF(w+b)\), which equals \(\Delta\) at 3.5 kV/cm. The grid splitting in that field is 5.46 meV, close to \(\sqrt2\,\Delta\). A measured gap between the two lowest subbands is therefore not \(\Delta\) unless the wells are balanced.

Scattering broadens the levels and can hide the doublet. A rough mobility of \(10^5\) cm²/Vs at 4 K corresponds to \(\hbar/\tau=0.17\) meV, well below \(\Delta\). At 300 K, with 8000 cm²/Vs, it is 2.2 meV, comparable with \(\Delta\), and \(k_BT=26\) meV populates both levels. These are transport lifetimes; the lifetime that broadens a level may be shorter.

Charge in the wells bends the potential. Take \(10^{11}\) electrons per cm² in each well, spread uniformly, and a relative permittivity of about 13, with equal doping outside the pair and none in the central barrier. By symmetry the field then vanishes in that barrier, and the potential energy changes by about 4.9 meV from the inner to the outer edge of each well. The 1.2 meV in the output below is the change from the centre of a well to an edge if the field vanishes at the well centre, which would require donors in the central barrier. This is an estimate of scale, not a self-consistent solution, and its effect on the splitting is not computed here. In-plane motion costs less energy in the heavier barrier material, which lowers the effective barrier by 1.0 meV at an in-plane energy of 3.6 meV (the Fermi energy of an isolated well at this density) and raises the splitting by 0.6%.

The remaining values are in the numerical output below.

## Numbers as computed

```
V0 = 0.23 eV; m_w = 0.067, m_b = 0.092 electron masses
well width = 7.0 nm; barrier width = 4.0 nm
hbar^2/m_e = 0.076200 eV nm^2
isolated level E0 = 48.7461 meV
k = 0.29278 1/nm; kappa = 0.66157 1/nm
interface phase = 1.02474 rad
edge density psi0(b/2)^2 = 0.049727 1/nm
exp(-kappa b) = 0.070914
psi0(0) = 0.059383 nm^-1/2
psi0'(0) = 0.039286 nm^-3/2
splitting, midpoint formula = 3.86456 meV
splitting, matching roots = 3.86348 meV
splitting, grid = 3.86348 meV
even level = 46.81921 meV
odd level = 50.68268 meV
formula splitting = 0.9344 THz
well-to-well transfer time = 0.5351 ps
even value/(sqrt2 psi0(0)) = 0.99446
odd slope/(sqrt2 psi0'(0)) = 0.99936
half-line overlap = 0.497055
localized-state weight = 0.999653
mean shift, exact = 4.822 microeV
mean shift, series = 4.842 microeV
relative correction, exact = -2.810e-04
relative correction, series = -2.810e-04
barrier nm | formula meV | exact meV | formula error %
1 | 28.12221 | 27.80394 | 1.1447
2 | 14.51219 | 14.45571 | 0.3907
3 | 7.48888 | 7.48050 | 0.1120
4 | 3.86456 | 3.86348 | 0.0281
6 | 1.02912 | 1.02911 | 0.0010
8 | 0.27405 | 0.27405 | -0.0001
isolated excited level = 182.37 meV
excited pair, b=4 nm: formula 18.351, grid 19.942 meV
excited pair, b=8 nm: formula 4.726, grid 4.786 meV
parabolic wells: formula 3.4599, grid 3.4629 meV
rough gaps: well 1.5 eV, barrier 1.9 eV
splitting with nonparabolicity = 4.246 meV
width difference 0.3 nm: detuning 2.590 meV
uneven wells: grid 4.509, two-level 4.652 meV
field for detuning = splitting: 3.513 kV/cm
splitting in that field, grid = 5.462 meV
4 K, mobility 100000 cm2/Vs: hbar/tau 0.173, kT 0.345 meV
300 K, mobility 8000 cm2/Vs: hbar/tau 2.160, kT 25.852 meV
density per well = 1.0e+11 cm^-2
relative permittivity = 12.9
band bending across half a well = 1.227 meV
Fermi energy = 3.573 meV
in-plane barrier reduction = 0.971 meV
splitting at Fermi wavevector = 3.8859 meV
```
